\section*{Resonant tunnelling current between adjacent quantum wells and its saturation, part 2}

A periodic chain of identical quantum wells, with $n$ electrons per unit area in each period, is in a uniform field of magnitude $F$. Doublet $m$ consists of the ground state $1_m$ of well $m$ and the first excited state $2_m$ of well $m+1$, the next well down the field. State $2_m$ relaxes to $1_{m+1}$, in the same well, in the time $\tau$. The steady current density to be derived is
\begin{equation}
J = e n\,\frac{2\Omega^2\tau_\parallel}{1+\Delta^2\tau_\parallel^2+4\Omega^2\tau\tau_\parallel}
\;<\; J_{\rm sat}\equiv\frac{e n}{2\tau},
\label{eq:KS}
\end{equation}
where $e>0$ is the elementary charge. With $s=4\Omega^2\tau\tau_\parallel$, it approaches $J_{\rm sat}$ when
\begin{equation}
s \gg 1+\Delta^2\tau_\parallel^2 .
\label{eq:cond}
\end{equation}
The coherence time $\tau_\parallel$ contains the pure dephasing time $\tau^*$:
\begin{equation}
\frac{1}{\tau_\parallel}=\frac{1}{2\tau}+\frac{1}{\tau^*},\qquad \tau_\parallel\le 2\tau .
\label{eq:tpar}
\end{equation}
The detuning $\hbar\Delta$ vanishes at $F_0$. With $z_{ii}$ the centroid of state $i$ and $d=z_{22}-z_{11}>0$,
\begin{equation}
\hbar\Delta=H_{11}-H_{22}=-e(F-F_0)(z_{11}-z_{22})=e\,d\,(F-F_0).
\label{eq:Delta}
\end{equation}
Times are in ps; $\Delta$, $\Omega$ and all rates are angular frequencies in ps$^{-1}$. Up to a constant shift, each doublet has the Hamiltonian
\begin{equation}
H=\frac{\hbar\Delta}{2}\bigl(|1\rangle\langle1|-|2\rangle\langle2|\bigr)+\hbar\Omega\bigl(|1\rangle\langle2|+|2\rangle\langle1|\bigr).
\label{eq:H}
\end{equation}
Scattering is described by a Markovian Lindblad equation. For the density matrix summed over doublets, with $\rho_{11}+\rho_{22}=1$, $\rho_{12}=\rho_{21}^*$ and the same $\Delta$ in all periods, it gives
\begin{align}
\dot\rho_{22}&=2\Omega\,\mathrm{Im}\,\rho_{12}-\frac{\rho_{22}}{\tau}=-\dot\rho_{11},\label{eq:pop}\\
\dot\rho_{12}&=-\Bigl(i\Delta+\frac1{\tau_\parallel}\Bigr)\rho_{12}+i\Omega(\rho_{11}-\rho_{22}).\label{eq:coh}
\end{align}
The term $+\rho_{22}/\tau$ in $\dot\rho_{11}$ is the recycling term.

Relaxation was also derived from the Schr\"odinger equation for amplitudes $c_1$, $c_2$, $c_j$. State 2, at frequency zero, is coupled by $\hbar g$ to final states $j$ of frequency $\omega_j$ and density $D$ per unit frequency:
\begin{equation}
i\dot c_1=\Delta c_1+\Omega c_2,\qquad i\dot c_2=\Omega c_1+g\sum_jc_j,\qquad i\dot c_j=\omega_jc_j+gc_2 .
\label{eq:amp}
\end{equation}
For an infinitely wide flat band this gives
\begin{equation}
\dot c_2=-i\Omega c_1-\frac{c_2}{2\tau},\qquad \frac1\tau=2\pi g^2D .
\label{eq:WW}
\end{equation}

\subsection{The current and the steady state}

The current is the rate at which charge crosses a plane in the barrier between wells $m$ and $m+1$. Let $P$ be the projector on all states to the right of the plane, namely $2_m$ and all states of doublets $m+1,m+2,\dots$ The jump from $2_m$ to $1_{m+1}$ stays on the right, the jump from $2_{m-1}$ to $1_m$ stays on the left, and dephasing moves no population, so only the Hamiltonian changes $\langle P\rangle$. The one block that fails to commute with $P$ is block $m$, and
\begin{equation}
\frac{i}{\hbar}[H,|2\rangle\langle2|]=i\Omega\bigl(|1\rangle\langle2|-|2\rangle\langle1|\bigr).
\label{eq:jop}
\end{equation}
Since $\mathrm{Tr}(\rho|1\rangle\langle2|)=\rho_{21}$, the expectation value is $i\Omega(\rho_{21}-\rho_{12})=i\Omega(-2i\,\mathrm{Im}\,\rho_{12})=2\Omega\,\mathrm{Im}\,\rho_{12}$. With $n$ electrons per unit area in each doublet,
\begin{equation}
J=e n\,2\Omega\,\mathrm{Im}\,\rho_{12},
\label{eq:Jdef}
\end{equation}
counted positive when electrons move from 1 to 2. The current is carried by the coherence, and a density matrix that is diagonal in the localized basis carries none.

In the steady state the left sides of \eqref{eq:pop} and \eqref{eq:coh} vanish. Equation \eqref{eq:coh} gives
\begin{equation}
\rho_{12}=\frac{i\Omega(\rho_{11}-\rho_{22})}{i\Delta+1/\tau_\parallel}
=\frac{i\Omega\tau_\parallel(1-i\Delta\tau_\parallel)}{1+\Delta^2\tau_\parallel^2}\,(\rho_{11}-\rho_{22}),
\label{eq:rho12}
\end{equation}
where numerator and denominator were multiplied by $\tau_\parallel(1-i\Delta\tau_\parallel)$. Because $i(1-i\Delta\tau_\parallel)=\Delta\tau_\parallel+i$, the imaginary part is $\Omega\tau_\parallel(\rho_{11}-\rho_{22})/(1+\Delta^2\tau_\parallel^2)$, and \eqref{eq:Jdef} becomes
\begin{equation}
J=e nR\,(\rho_{11}-\rho_{22}),\qquad R\equiv\frac{2\Omega^2\tau_\parallel}{1+\Delta^2\tau_\parallel^2}.
\label{eq:R}
\end{equation}
No expansion in $\Omega$ has been made. In the steady state the tunnelling flux is exactly a forward flux $R\rho_{11}$ minus a backward flux $R\rho_{22}$ with the same rate. Equation \eqref{eq:pop} states that the net flux equals the relaxation flux,
\begin{equation}
R(\rho_{11}-\rho_{22})=\frac{\rho_{22}}{\tau}.
\label{eq:bal}
\end{equation}
Inserting $\rho_{11}=1-\rho_{22}$ gives $R=\rho_{22}(2R+1/\tau)$, so that
\begin{equation}
\rho_{22}=\frac{R\tau}{1+2R\tau},\qquad \rho_{11}=\frac{1+R\tau}{1+2R\tau},\qquad
J=\frac{e n\rho_{22}}{\tau}=\frac{e nR}{1+2R\tau}.
\label{eq:ss}
\end{equation}
Multiplying numerator and denominator of the last expression by $1+\Delta^2\tau_\parallel^2$ turns $R$ into $2\Omega^2\tau_\parallel$ and $2R\tau$ into $4\Omega^2\tau\tau_\parallel$, which is \eqref{eq:KS}. Dividing them by $R$ instead gives
\begin{equation}
J=\frac{e n}{T},\qquad T=2\tau+\frac1R .
\label{eq:T}
\end{equation}
Since $1/R>0$, one has $T>2\tau$ and $J<J_{\rm sat}$ for all parameters.

This steady state is reached from any initial condition. Let $\alpha$ and $\beta$ be the deviations of $\rho_{22}$ and $\rho_{12}$ from their steady values. The deviation of $\rho_{11}-\rho_{22}$ is $-2\alpha$, so $\dot\alpha=2\Omega\,\mathrm{Im}\,\beta-\alpha/\tau$ and $\dot\beta=-(i\Delta+1/\tau_\parallel)\beta-2i\Omega\alpha$. Using $\mathrm{Re}(-i\beta^*)=-\mathrm{Im}\,\beta$,
\begin{equation}
\frac{d}{dt}\bigl(\alpha^2+|\beta|^2\bigr)
=4\Omega\alpha\,\mathrm{Im}\,\beta-\frac{2\alpha^2}\tau-\frac{2|\beta|^2}{\tau_\parallel}-4\Omega\alpha\,\mathrm{Im}\,\beta
=-\frac{2\alpha^2}\tau-\frac{2|\beta|^2}{\tau_\parallel},
\label{eq:lyap}
\end{equation}
so the deviation decays at least as fast as the slower of the two rates allows. The result \eqref{eq:KS} is tested by solving the steady Lindblad equation symbolically from its operators, and by propagating it to long times for thirty random parameter sets, where both $2\Omega\,\mathrm{Im}\,\rho_{12}$ and $\rho_{22}/\tau$ agree with the formula to a relative $10^{-8}$. The sum over periods is tested with the same sets on a ring of three doublets with all thirty-six elements of $\rho$ retained.

\subsection{The transit time}

The time $T$ in \eqref{eq:T} is the mean time an electron needs to pass one period. Place an electron in state 1 at $t=0$ and follow it until it relaxes out of state 2. Its evolution is given by \eqref{eq:pop} and \eqref{eq:coh} without the recycling term in $\dot\rho_{11}$, so that $\dot\rho_{11}=-2\Omega\,\mathrm{Im}\,\rho_{12}$. The probability of still being in the doublet is $S(t)=\rho_{11}+\rho_{22}$, the exit time has the density $-\dot S$, and an integration by parts gives the mean exit time $\int_0^\infty t(-\dot S)\,dt=\int_0^\infty S\,dt$. Define $T_{ij}=\int_0^\infty\rho_{ij}\,dt$ and integrate each equation of motion from $0$ to $\infty$, where all elements vanish:
\begin{align}
0-1&=-2\Omega\,\mathrm{Im}\,T_{12},\label{eq:I1}\\
0-0&=2\Omega\,\mathrm{Im}\,T_{12}-T_{22}/\tau,\label{eq:I2}\\
0-0&=-(i\Delta+1/\tau_\parallel)T_{12}+i\Omega(T_{11}-T_{22}).\label{eq:I3}
\end{align}
Equations \eqref{eq:I1} and \eqref{eq:I2} give $T_{22}=\tau$. Equation \eqref{eq:I3} has the form of the steady coherence equation, so the algebra of \eqref{eq:rho12} gives $2\Omega\,\mathrm{Im}\,T_{12}=R(T_{11}-T_{22})$, and with \eqref{eq:I1}
\begin{equation}
T_{22}=\tau,\qquad T_{11}=\tau+\frac1R,\qquad T_{11}+T_{22}=2\tau+\frac1R=T .
\label{eq:T1T2}
\end{equation}
The electron spends on average exactly $\tau$ in state 2, whatever the coupling, because that is the only place from which it can leave. The time in state 1 is $1/R$ plus a further $\tau$. The further $\tau$ is due to back-tunnelling: the term $T_{22}$ in \eqref{eq:I3} requires $T_{11}$ to exceed $T_{22}$ for a net forward flux. The factor 2 in $J_{\rm sat}$ is the sum of these two contributions. The program integrates $S(t)$ numerically for the cases of the worked example and finds \eqref{eq:T} to a relative $10^{-6}$.

The transit time also allows a test of \eqref{eq:WW} that uses no master equation. The Schr\"odinger equation \eqref{eq:amp} is solved by diagonalization for a discretized band $-W<\omega_j<W$ with $\tau=1$~ps, $\Omega=1$~ps$^{-1}$ and $\Delta=0.5$~ps$^{-1}$. Here $\tau_\parallel=2\tau$, so $1/R=(1+1)/4=0.5$~ps and $T=2.5$~ps. The unitary evolution gives $2.4525$~ps for $W=10$~ps$^{-1}$ and $2.4881$~ps for $W=40$~ps$^{-1}$. The tests require the second value to lie within 1\% of $T$ and its error to be less than half that of the first. The residual differences follow from the band edges. For an amplitude varying as $e^{-i\omega t}$ the band adds to the frequency of state 2 the self-energy
\begin{equation}
\Sigma(\omega)=g^2D\int_{-W}^{W}\frac{d\omega'}{\omega-\omega'+i0}
=g^2D\Bigl[\ln\frac{W+\omega}{W-\omega}-i\pi\Bigr]\simeq c\,\omega-\frac{i}{2\tau},\qquad c=\frac{1}{\pi W\tau},
\label{eq:Sigma}
\end{equation}
for $|\omega|\ll W$, where the logarithm is $2\omega/W$ and $g^2D=1/(2\pi\tau)$. The propagator of state 1 is $G_{11}=[\omega-\Delta-\Omega^2/(\omega-\Sigma)]^{-1}$, and $\Omega^2/[(1-c)\omega+i/2\tau]=\Omega'^2/(\omega+i/2\tau')$ with $\Omega'^2=\Omega^2/(1-c)$ and $\tau'=(1-c)\tau$. State 1 therefore evolves as in a wide-band model with the primed parameters, and since $\Omega'^2\tau'=\Omega^2\tau$,
\begin{equation}
T_{11}=\tau'+\frac{1+4\Delta^2\tau'^2}{4\Omega^2\tau},\qquad
\delta T_{11}\simeq-c\,\tau\Bigl(1+\frac{2\Delta^2}{\Omega^2}\Bigr).
\label{eq:dT}
\end{equation}
The time in state 2 is unchanged. By Parseval's theorem $T_{22}=\int|G_{21}|^2d\omega/2\pi$, while the final amplitude in band state $j$ has modulus $g|G_{21}(\omega_j)|$, and these probabilities sum to one, $g^2D\int|G_{21}|^2d\omega=1$, which gives $T_{22}=1/(2\pi g^2D)=\tau$ up to the small weight outside the band. For the parameters above $\delta T=-1.5\,c\tau$, which is $-1.5/(10\pi)=-0.0477$~ps and $-1.5/(40\pi)=-0.0119$~ps, against the computed shifts $2.4525-2.5=-0.0475$~ps and $2.4881-2.5=-0.0119$~ps.

\subsection{Weak coupling and saturation}

By \eqref{eq:ss} the single parameter that fixes the regime is
\begin{equation}
2R\tau=\frac{s}{1+\Delta^2\tau_\parallel^2}.
\label{eq:2Rt}
\end{equation}
For $2R\tau\ll1$ state 2 is nearly empty and $J\simeq enR$, which overestimates the true current by the factor $1+2R\tau$. The rate can be written as
\begin{equation}
R=2\pi\Omega^2\mathcal L(\Delta),\qquad \mathcal L(\Delta)=\frac1\pi\,\frac{1/\tau_\parallel}{\Delta^2+1/\tau_\parallel^2},
\label{eq:GR}
\end{equation}
as one sees by multiplying numerator and denominator of $\mathcal L$ by $\tau_\parallel^2$. This is Fermi's golden rule with the energy-conserving delta function replaced by a normalized Lorentzian of half-width $1/\tau_\parallel$. In this limit $R$ is also the dynamical escape rate from state 1. When $R$ is small compared with $1/\tau_\parallel$ and $1/\tau$, the coherence follows the populations, \eqref{eq:rho12} holds at each instant, $\rho_{22}\simeq R\tau\rho_{11}$, and without recycling $\dot\rho_{11}=-R(\rho_{11}-\rho_{22})\simeq-R\rho_{11}$. The relative corrections are of order $R\tau$, from the back-tunnelling term $\rho_{22}$, and of order $R\tau_\parallel$, because in a mode decaying at rate $\lambda\simeq R$ the damping $1/\tau_\parallel$ in \eqref{eq:rho12} is replaced by $1/\tau_\parallel-\lambda$. The slowest eigenvalue of the generator without recycling is tested against $R$ for $\Omega=0.02$~ps$^{-1}$ and three detunings, and agrees to better than a relative $2\times10^{-3}$.

In the other direction, \eqref{eq:KS} divided by $J_{\rm sat}$ is $s/(1+\Delta^2\tau_\parallel^2+s)$, so the deficit relative to $J_{\rm sat}$ is exactly
\begin{equation}
1-\frac{J}{J_{\rm sat}}=\frac{1+\Delta^2\tau_\parallel^2}{1+\Delta^2\tau_\parallel^2+s}=\frac{1}{1+2R\tau}.
\label{eq:def}
\end{equation}
It is small if and only if \eqref{eq:cond} holds. Then \eqref{eq:ss} gives $\rho_{11},\rho_{22}\to\frac12$: tunnelling equalizes the two populations, half of the electrons sit in state 2, and they leave at rate $1/\tau$. For $s=100$ the numerical steady state has $J/J_{\rm sat}=0.9901$ on resonance, which is $100/101$, and $0.0999$ at $\Delta\tau_\parallel=30$, which is $100/1001$. The same large $s$ gives saturation in the first case and a tenth of $J_{\rm sat}$ in the second.

On resonance
\begin{equation}
\frac{J(0)}{J_{\rm sat}}=\frac{s}{1+s},\qquad
\frac{d\ln J(0)}{d\ln\Omega}=2\Bigl(1-\frac{s}{1+s}\Bigr)=\frac{2}{1+s},
\label{eq:res}
\end{equation}
where $d\ln s/d\ln\Omega=2$ and $d\ln[s/(1+s)]/d\ln s=1-s/(1+s)$ were used. The peak current is half of $J_{\rm sat}$ at $s=1$. Its sensitivity to the coupling, and hence to the barrier width, falls from the golden-rule exponent 2 to zero. In saturation the peak current measures $n/\tau$ and carries almost no information on the barrier.

Which dephasing time enters $s$ matters when pure dephasing is weak. For $\tau^*\gg\tau$, \eqref{eq:tpar} gives $\tau_\parallel\to2\tau$ and $s\to8\Omega^2\tau^2$, which may be small although $4\Omega^2\tau\tau^*$ is arbitrarily large. Off resonance a long coherence time is not even favourable. The inequality between arithmetic and geometric means gives
\begin{equation}
\frac1R=\frac{1/\tau_\parallel+\Delta^2\tau_\parallel}{2\Omega^2}\ \ge\ \frac{|\Delta|}{\Omega^2},
\label{eq:AMGM}
\end{equation}
with equality at $\tau_\parallel=1/|\Delta|$. At fixed $\tau$ and $\Delta\neq0$, dephasing raises the current as long as $\tau_\parallel>1/|\Delta|$, and by \eqref{eq:T} no value of $\tau_\parallel$ gives saturation unless $2\Omega^2\tau\gg|\Delta|$.

Saturation does not require coherent oscillation between the wells. At $\Delta=0$ the equations for the deviations used in \eqref{eq:lyap} separate. The real part of $\beta$ decays at $1/\tau_\parallel$. The pair $(\alpha,\mathrm{Im}\,\beta)$ obeys $\dot\alpha=-\alpha/\tau+2\Omega\,\mathrm{Im}\,\beta$ and $\mathrm{Im}\,\dot\beta=-2\Omega\alpha-\mathrm{Im}\,\beta/\tau_\parallel$, with the characteristic equation $(\lambda+1/\tau)(\lambda+1/\tau_\parallel)+4\Omega^2=0$ and roots
\begin{equation}
\lambda_\pm=-\frac12\Bigl(\frac1\tau+\frac1{\tau_\parallel}\Bigr)\pm\frac12\sqrt{\Bigl(\frac1{\tau_\parallel}-\frac1\tau\Bigr)^2-16\Omega^2}.
\label{eq:modes}
\end{equation}
The roots are real, and the approach to the steady state is free of oscillation, when $|1/\tau_\parallel-1/\tau|>4\Omega$. Squaring this condition and multiplying by $\tau\tau_\parallel/4$ gives $s<(\tau/4\tau_\parallel)(1-\tau_\parallel/\tau)^2$, which is compatible with $s\gg1$ when $\tau\gg4\tau_\parallel$. For $\Omega=1$~ps$^{-1}$, $\tau_\parallel=0.1$~ps and $\tau=100$~ps one has $s=40$ and $J/J_{\rm sat}=40/41=0.9756$. Equation \eqref{eq:modes} gives $-5.005\pm\frac12\sqrt{99.80-16}=-5.005\pm4.577$~ps$^{-1}$, and the numerical eigenvalues are $-10.000$, $-9.582$ and $-0.428$~ps$^{-1}$, all real, which is asserted as a test together with the appearance of complex roots at $\Omega=3$~ps$^{-1}$. Incoherent hopping at rate $R$ equalizes the populations just as well, provided it is fast compared with $1/\tau$.

\subsection{Line shape}

Factoring $1+s$ out of the denominator of \eqref{eq:KS}, at fixed $\Omega$, $\tau$ and $\tau_\parallel$,
\begin{equation}
J(\Delta)=\frac{J(0)}{1+\Delta^2/w^2},\qquad w=\frac{\sqrt{1+s}}{\tau_\parallel}.
\label{eq:lor}
\end{equation}
The resonance is a Lorentzian of half-width $w$ at any coupling. For $s\ll1$ the half-width is $1/\tau_\parallel$. For $s\gg1$ it is $\sqrt s/\tau_\parallel=2\Omega\sqrt{\tau/\tau_\parallel}$, so that a stronger coupling, which no longer raises the peak, widens it in proportion to $\Omega$. By \eqref{eq:Delta} the full width in field is $2\hbar w/(ed)$.

With $x=\Delta/w$ and $f(x)=1/(1+x^2)$, the derivatives are $f'=-2x/(1+x^2)^2$ and $f''=(6x^2-2)/(1+x^2)^3$. The slope is most negative at $x=1/\sqrt3$, where $1+x^2=4/3$ and $f'=-(2/\sqrt3)(9/16)=-3\sqrt3/8$. Hence
\begin{equation}
\frac{dJ}{d\Delta}\Big|_{\min}=-\frac{3\sqrt3}{8}\,\frac{J(0)}{w}\quad\text{at}\quad\Delta=\frac{w}{\sqrt3}.
\label{eq:ndc}
\end{equation}
In \eqref{eq:lor} the differential conductance is negative for all $F>F_0$. If the backward tunnelling rate falls with increasing $\Delta$, as detailed balance requires, the maximum of the current moves to a positive detuning, and the negative branch begins there. The formula describes the current at a given uniform field and contains no equation for the field itself, so it cannot say whether the uniform state assumed in \eqref{eq:pop} is stable on this branch. That question needs the period-resolved densities coupled to Poisson's equation. The half-width is tested by root finding on the numerical steady state, and \eqref{eq:ndc} by minimizing its finite-difference slope.

This part has derived the steady current, the mean transit time per period, the condition for saturation and the Lorentzian line shape. Thermal back-scattering, the limits of the model and a worked example for a double well remain.
